# Tunnelling decay on a finite-difference grid: a thin oxide barrier

## Problem

An electron of energy \(E\) meets a flat oxide barrier whose top lies \(\varphi=2.8\) eV above \(E\). Under the barrier its amplitude decays at the rate \(\kappa=5\ \mathrm{nm^{-1}}\) (0.5 Å⁻¹). The barrier is \(L=1.5\) nm (15 Å) thick. A device calculation replaces the second derivative by the three-point difference on a grid of spacing \(a=0.2\) nm (2 Å).

1. What decay rate does the grid produce?
2. By what factor does this change the exponential part of the transmission?
3. Does the full transmission, edges included, change by the same factor?
4. What spacing would keep the error to ten per cent?

Assume one parabolic band with the same mass \(m\) in the barrier and in both leads. The kinetic energy in the leads is \(E=0.2\) eV, measured from the lead band edge.

## Solution

### 1. The decay rate on the grid

Under the barrier the continuum equation is

\[
-\frac{\hbar^2}{2m}\psi''+\varphi\,\psi=0,\qquad \psi''=\kappa^2\psi,\qquad \kappa^2=\frac{2m\varphi}{\hbar^2}.
\]

The given \(\kappa\) and \(\varphi\) fix the mass. With \(\hbar^2/2m_e=0.0381\ \mathrm{eV\,nm^2}\),

\[
\frac{m}{m_e}=\frac{0.0381\times 25}{2.8}=0.340 .
\]

On the grid, \(\psi''\) becomes \((\psi_{n+1}-2\psi_n+\psi_{n-1})/a^2\), so

\[
\psi_{n+1}+\psi_{n-1}-2\psi_n=\kappa^2a^2\psi_n .
\]

Insert \(\psi_n=e^{-qan}\) and divide by \(\psi_n\). The left side is \(e^{-qa}+e^{qa}-2=2\cosh qa-2=4\sinh^2(qa/2)\). Hence

\[
\sinh\frac{qa}{2}=\frac{\kappa a}{2},\qquad q=\frac{2}{a}\,\mathrm{arsinh}\frac{\kappa a}{2}.
\]

Since \(\sinh u>u\) for \(u>0\), \(q<\kappa\) at every spacing. The reason is that the second difference of an exponential exceeds its second derivative, so a slower exponential already supplies the required curvature \(\kappa^2\psi\).

Here \(\kappa a/2=0.5\) and \(\mathrm{arsinh}\,0.5=\ln(0.5+\sqrt{1.25})=0.4812\), so

\[
q=\frac{2}{0.2}\times0.4812=4.812\ \mathrm{nm^{-1}}\quad(0.481\ \text{Å}^{-1}).
\]

This is 3.8% below the continuum value. Read through the continuum relation \(\kappa^2\propto m\), it looks like a tunnelling mass reduced by the factor \((q/\kappa)^2=0.926\).

### 2. The exponential factor

The transmitted intensity carries \(e^{-2\kappa L}\) in the continuum and \(e^{-2qL}\) on the grid. Their ratio is

\[
R=e^{2(\kappa-q)L},\qquad \ln R=2\,(5-4.8121)\times1.5=0.564,\qquad R=1.76 .
\]

The factors themselves are \(3.06\times10^{-7}\) and \(5.37\times10^{-7}\). A small relative error in the decay rate matters because it is multiplied by the large exponent \(2\kappa L=15\).

**Fine grid.** With \(y=\kappa a/2\) and \(\mathrm{arsinh}\,y=y-y^3/6+3y^5/40-\dots\),

\[
q=\kappa\left(1-\frac{\kappa^2a^2}{24}+\frac{3\kappa^4a^4}{640}-\dots\right),\qquad
\ln R\simeq\frac{\kappa^3a^2L}{12}.
\]

For the present grid the leading law gives \(125\times0.04\times1.5/12=0.625\), or \(R\simeq1.87\). It overshoots because the next term in \(q\) is positive.

**Coarse grid.** For \(\kappa a\gg1\), \(\mathrm{arsinh}\,y\simeq\ln 2y\), and \(q\simeq(2/a)\ln(\kappa a)\). The decay then grows only logarithmically with \(\kappa\), and the grid no longer describes the barrier usefully.

### 3. The full transmission

The grid also changes the matching at the barrier edges. In the leads let \(k_0=\sqrt{2mE}/\hbar\). Inserting \(e^{ikan}\) in the lead equation gives \(2-2\cos ka=k_0^2a^2\), or \(\sin(ka/2)=k_0a/2\).

Measure \(s\) from the entrance edge. The lead wave is \(Ae^{iks}+Be^{-iks}\) and the barrier wave is \(Ce^{-qs}\). The growing wave returned from the far edge is dropped, which costs a relative error of order \(e^{-2qL}\).

**Edge midway between two sites.** The lead equation at the last lead site contains the first barrier site, so the lead wave is valid there too. Likewise the barrier wave is valid at the last lead site. The two forms agree at \(s=\pm a/2\). Half the sum and half the difference of these two conditions are

\[
(A+B)\cos\tfrac{ka}{2}=C\cosh\tfrac{qa}{2},\qquad
i(A-B)\sin\tfrac{ka}{2}=-C\sinh\tfrac{qa}{2}.
\]

**Edge on a site with the mean potential.** Both forms hold at \(s=0\), so \(A+B=C\). The equation at that site has the coefficient \(2+\tfrac12(\kappa^2a^2-k_0^2a^2)=\cosh qa+\cos ka\):

\[
Ae^{-ika}+Be^{ika}+Ce^{-qa}=(\cosh qa+\cos ka)\,C .
\]

The left side equals \((A+B)\cos ka-i(A-B)\sin ka+C\cosh qa-C\sinh qa\). Using \(A+B=C\), the cosines cancel and leave

\[
i(A-B)\sin ka=-C\sinh qa .
\]

Both cases have the form \((A+B)c_L=Cc_B\), \(i(A-B)s_L=-Cs_B\). Define

\[
r=\frac{s_L/c_L}{s_B/c_B},\qquad P=\frac{c_Bs_B}{c_Ls_L}=\frac{\sinh qa}{\sin ka},
\]

where \(P\) is the same for both kinds of edge. Adding the conditions gives \(2A=C(c_B/c_L+i\,s_B/s_L)\). Since \((c_B/c_L)^2=Pr\) and \((s_B/s_L)^2=P/r\),

\[
\left|\frac CA\right|^2=\frac{4}{P(r+1/r)}=\frac1P\,\frac{4r}{1+r^2}.
\]

At the exit, let \(C'=Ce^{-qL}\) be the arriving amplitude, \(D\) that of the reflected wave \(De^{qs}\), and \(F\) that of the outgoing wave \(Fe^{iks}\), with \(s\) now measured from the exit. The same matching gives \((C'+D)c_B=Fc_L\) and \((C'-D)s_B=-iFs_L\). Therefore \(2C'=F(c_L/c_B-i\,s_L/s_B)\), and

\[
\left|\frac F{C'}\right|^2=\frac{4}{1/(Pr)+r/P}=P\,\frac{4r}{1+r^2}.
\]

The leads are identical, so \(T=|F/A|^2\), and \(P\) cancels:

\[
T\simeq\frac{4r_a}{1+r_a^2}\,\frac{4r_b}{1+r_b^2}\,e^{-2qL},
\]

with \(r_a\) and \(r_b\) belonging to the two edges. The possible values are

\[
r_1=\frac{\tan(ka/2)}{\tanh(qa/2)}=0.302\ \text{(midpoint)},\qquad
r_2=\frac{\sin ka}{\sinh qa}=0.237\ \text{(site)},
\]

while the continuum limit is \(r_0=k_0/\kappa=0.267\).

The width is 7.5 spacings. Two midpoint edges, or two site edges, give a whole number of spacings. One edge of each kind gives the required width, with seven sites at full height and one at the mean potential. For this arrangement

\[
r_1r_2=\frac{2\sin^2(ka/2)}{2\sinh^2(qa/2)}=\frac{k_0^2}{\kappa^2}=r_0^2 ,
\]

because \(\tan(ka/2)\sin ka=2\sin^2(ka/2)\), and similarly for the hyperbolic functions. The numerators of the grid and continuum prefactors are then equal, and the prefactor ratio is

\[
\frac{(1+r_0^2)^2}{(1+r_1^2)(1+r_2^2)}=\frac{(1+r_0^2)^2}{(1+r_0^2)^2+(r_1-r_2)^2}=0.996 .
\]

Since \(r_1-r_2\) is of order \(a^2\), the ratio differs from one only at order \(a^4\). The full transmission therefore rises by a factor of \(1.757\times0.996=1.75\), from \(3.05\times10^{-7}\) to \(5.33\times10^{-7}\).

With two midpoint edges the prefactor ratio is 1.23, and with two site edges it is 0.81. The table gives \(T_{\rm grid}/T_{\rm continuum}\) at equal width. The grid values come from site-by-site recursion, the continuum values from integrating the Schrödinger equation.

| \(a\) (nm) | \(L\) (nm) | Edges | Ratio |
|---|---|---|---|
| 0.200 | 1.5 | one of each | 1.75 |
| 0.200 | 1.4 | both midpoint | 2.08 |
| 0.200 | 1.4 | both on site | 1.37 |
| 0.0667 | 1.5 | one of each | 1.071 |
| 0.0222 | 1.5 | one of each | 1.008 |

The answer to question 3 is thus yes to within 0.4% for mixed edges at the present spacing, but not for every placement. All these cases keep the width exact. If the potential is simply sampled at the sites, the 1.5 nm barrier covers seven or eight sites at full height, and the ratio to the 1.5 nm continuum value becomes 5.6 or 0.82, so the misplaced width can outweigh the error in the decay rate. If instead each edge site carries the potential averaged over its cell, the ratio lies between about 1.5 and 1.75, depending on where the grid falls. In the last row the logarithm of the ratio is 0.9985 times \(\kappa^3a^2L/12\), which supports the fine-grid law.

### 4. A sufficient spacing

Setting \(R=1.1\) in the leading law gives

\[
a\simeq\sqrt{\frac{12\ln1.1}{\kappa^3L}}=\sqrt{\frac{12\times0.0953}{125\times1.5}}=0.078\ \mathrm{nm}.
\]

The full expression for \(q\) gives 0.079 nm (0.79 Å). This limit holds for the exponential part at the present \(\kappa\) and \(L\), and it also suffices for the full transmission with mixed edges. With two midpoint edges the full transmission is still 14% too high at this spacing, and about 0.067 nm is needed; at the fixed width this means 23 sites (0.065 nm, ratio 1.094), since 22 sites still give 1.103. In the leading law the limit for the exponential part scales as \(\kappa^{-3/2}L^{-1/2}\).

One can instead keep the coarse grid and raise the barrier mass to \(m'\) so that \(q=\kappa\). This requires \((m'/m)\kappa^2a^2=4\sinh^2(\kappa a/2)\), or

\[
\frac{m'}{m}=\left[\frac{\sinh(\kappa a/2)}{\kappa a/2}\right]^2=1.086 .
\]

The correction is tuned to one barrier height. At \(\varphi=1.4\) eV the uncorrected grid gives \(R=1.23\), whereas the corrected mass gives 0.81 and so overestimates the decay. The edge factors would also have to be worked out again for unequal masses.

## Beside a real gate oxide

The barrier parameters lie roughly in the regime of thin alumina on silicon, with a barrier near 3 eV and a tunnelling mass of a few tenths of \(m_e\). The leads are simplified: they share the oxide mass, whereas the two silicon valleys considered below have a mass near \(0.92\,m_e\) across a (100) interface. The edge factors found above are therefore not those of a real silicon device. One of the largest neglected effects is the curvature of the complex band. For two bands coupled linearly in wave number, with gap \(E_g\) and energy \(\varepsilon\) above the valence edge, \(\varepsilon(\varepsilon-E_g)=(\hbar^2E_g/2m)k^2\), where \(m\) is the band-edge mass. Setting \(\varepsilon=E_g-\varphi\) and \(k=i\kappa\) gives \(\kappa^2=(2m\varphi/\hbar^2)(1-\varphi/E_g)\). For a rough gap of 6.5 eV the decay falls to 3.77 nm⁻¹ and the exponential transmission rises 40 times; for a one-band model whose continuum decay is set to that value, the grid gives \(R=1.29\). The factor of 40 depends strongly on the gap and barrier chosen: at the same mass it is 29 for a gap of 7.0 eV, 14 for 8.8 eV, and 10 for a 2.1 eV barrier with a 6.5 eV gap. An offset near 2.8 eV is usually quoted together with the larger, crystalline gap, while deposited films with a gap near 6.5 eV have offsets nearer 2 eV, so a factor of order 10, similar to the image effect below, is as plausible as 40. If \(m\) was instead fitted to the decay at this energy, the curvature is already included.

The other estimates, each made separately with the remaining settings fixed, change the exponential transmission as follows:

- **Oxide voltage of 0.5 V (3.3 MV/cm).** Replacing \(\kappa L\) by the integral of the local decay rate gives a factor of 2.0. The grid value \(R\) becomes 1.64.
- **Image lowering.** A charge midway between ideal metal plates has energy \(-(e^2/\epsilon L)(1-\tfrac12+\tfrac13-\dots)=-e^2\ln2/(\epsilon L)\) in Gaussian units. With a rough optical permittivity of 3 this is 0.22 eV in size. Used across the whole barrier, it gives a factor of 1.8. The lowering is smallest at the centre, so this understates the effect for ideal metal plates: the full classical image profile, with the barrier cut off at zero near the plates, gives a factor of about 10. Silicon is not an ideal metal and screens less, so neither number is a prediction for the real device.
- **Temperature.** An energy higher by \(k_BT\) at 300 K gives a factor of 1.07.
- **Filled channel.** A density of \(10^{13}\ \mathrm{cm^{-2}}\) in two silicon valleys of in-plane mass \(0.19\,m_e\) has a Fermi energy of 0.063 eV if all electrons sit in the lowest subband at zero temperature. In an inversion layer at 300 K part of the charge occupies the four other valleys and higher subbands, and the Fermi level lies nearer 0.04 eV above the lowest subband, so the factor below is an upper estimate. The in-plane wave number is conserved, so the barrier falls by \(0.063\,(1-0.19/0.340)=0.028\) eV, a factor of 1.08.
- **Tunnelling mass.** A value 10% lower gives a factor of 2.2.

The grid error, a factor of 1.76, is therefore comparable with the effect of a ten per cent change in the mass. If the mass is fitted to a measured current on the coarse grid, it absorbs the grid error near the barrier height of the fit, and the fitted value should not be carried to another spacing or to a very different barrier height. The numerical output below gives further digits.

## Computed values

```
barrier 2.80 eV, lead energy 0.20 eV
width 1.50 nm, spacing 0.20 nm
hbar^2/(2 m_e) = 0.03810 eV nm^2
tunnelling mass = 0.3402 electron masses
continuum decay = 5.0000 1/nm = 0.50000 1/angstrom
grid decay, formula = 4.8121 1/nm = 0.48121 1/angstrom
grid decay, solved = 4.8121 1/nm
decay underestimate = 3.76 percent
apparent mass ratio (q/kappa)^2 = 0.9263
continuum exponential factor = 3.0590e-07
grid exponential factor = 5.3749e-07
ln R = 0.5636, inflation R = 1.7571
leading estimate: ln R = 0.6250, R = 1.8682
three-term series decay = 4.8151 1/nm
lead wave number: continuum 1.3363, grid 1.3403 1/nm
edge ratios: r0 0.2673, midpoint 0.3015, site 0.2369
full transmission, continuum = 3.0454e-07
full transmission, grid, mixed edges = 5.3316e-07
full transmission ratio, mixed edges = 1.7507
prefactor ratio, mixed edges = 0.9964
prefactor ratio, both midpoint = 1.2277
prefactor ratio, both on site = 0.8087
full ratio at 1.4 nm, both midpoint = 2.0776
full ratio at 1.4 nm, both on site = 1.3685
full ratio, mixed edges, spacing 0.0667 nm = 1.07094
full ratio, mixed edges, spacing 0.0222 nm = 1.00773
ln ratio over leading law, finest grid = 0.9985
spacing for R = 1.1: 0.0788 nm
mass correction factor = 1.0862
half barrier 1.40 eV: R uncorrected = 1.2329
half barrier 1.40 eV: R corrected mass = 0.8094
neglected effects, factor on exponential transmission:
two-band, gap 6.5 eV: decay 3.772 1/nm
two-band: factor 39.8, grid R 1.287
oxide voltage 0.5 V: field 3.33 MV/cm
oxide voltage: factor 2.00, grid R 1.640
oxide voltage: full grid/continuum ratio 1.696
image: permittivity 3.0, lowering 0.222 eV
image: factor 1.83
thermal energy at 300 K: 0.0259 eV
thermal: factor 1.072
channel: 1.0e+13 cm^-2, 2 valleys, mass 0.19
channel: Fermi energy 0.0630 eV, factor 1.078
mass 10 percent lower: factor 2.16
```
